\section*{Diffusion of large adatom islands by edge attachment and terrace exchange}

\section{The choice of exponent and the model}

A coarsening calculation that includes the motion of islands needs their diffusivity $D$ at every size. If $D$ is known only for a narrow range of radii, one must decide which power of the radius $R$ carries the value further. Over one decade in $R$, the laws $D\propto R^{-1}$ and $D\propto R^{-2}$ differ by a factor of ten. For islands that move by exchanging atoms with the terraces, the choice depends on how $R$ compares with a length set by the kinetics of the island edge.

Consider a compact island one atomic layer high, with area $\Omega$ per atom and
\begin{equation}
N=\pi R^2/\Omega \label{N}
\end{equation}
atoms. It exchanges atoms with adatoms on the lower terrace and on its own top. The algebra holds in atomic units, with the thermal energy $k_BT$ in hartree; numbers are given in eV and \AA. The assumptions are as follows.
\begin{enumerate}
\item The island is close to a circle, its edge is isotropic, and $N\gg1$.
\item Adatoms are dilute and do not interact. Their equilibrium density is $c$, with $c\Omega\ll1$, and their diffusivity is $D_t$ on both terraces.
\item An adatom density $n$ at the edge gives $kn$ attachments per unit edge length and time. The coefficient is $k_+$ from the lower terrace and $k_-$ from the top. No atom crosses the edge without attaching.
\item Adatom and island are in equilibrium on average, and no atom moves along the edge. Both restrictions are relaxed below.
\end{enumerate}
The diffusivity is defined per axis by $\langle\Delta X^2\rangle=2Dt$, where $X$ is a coordinate of the centre of mass. The time $t$ must be long compared with $R^2/D_t$, the time in which an adatom forgets the angle at which it left.

\section{Theorem}

Let $\ell_\pm=D_t/k_\pm$. Under the assumptions above, to leading order in $1/N$,
\begin{equation}
D=\frac{\Omega^2cD_t}{\pi R}\left[\frac1{R+\ell_+}+\frac1{R+\ell_-}\right]. \label{main}
\end{equation}
The two limits are
\begin{align}
D&\simeq\frac{\Omega^2c\,(k_++k_-)}{\pi R}, & R&\ll\ell_\pm, \label{AD}\\
D&\simeq\frac{2\Omega^2cD_t}{\pi R^2}, & R&\gg\ell_\pm. \label{TD}
\end{align}
The inverse-radius law of uncorrelated attachment and detachment is therefore an intermediate law: $R$ must be large compared with the atomic spacing but small compared with $\ell_\pm$. At fixed $\ell_\pm$, the largest islands follow the inverse-square law.

\section{Lemma 1: diffusion as a sum of trips}

Let an atom leave the edge at angle $\theta$ and land at $\theta'$, and let the mean landing cosine be $\langle\cos\theta'\rangle=p\cos\theta$. One side of the edge then contributes
\begin{equation}
D=\frac{\Omega^2kc}{\pi R}(1-p). \label{trip}
\end{equation}

\paragraph{Proof.} Measure positions from the centre of mass. Adding an atom at $x=R\cos\theta$ moves the centre to $R\cos\theta/(N+1)\simeq R\cos\theta/N$. Removing one there moves it by $-R\cos\theta/N$ to the same order. A complete trip thus shifts the centre by
\begin{equation}
\Delta X=\frac RN(\cos\theta'-\cos\theta).
\end{equation}
In equilibrium $kc$ atoms attach per unit length and time. Detailed balance requires the same rate of detachment, so trips start at the total rate $2\pi Rkc$. Starting angles are uniform, and by rotational symmetry so are landing angles. Hence
\begin{align}
\langle(\cos\theta'-\cos\theta)^2\rangle
&=\langle\cos^2\theta'\rangle+\langle\cos^2\theta\rangle-2\langle\cos\theta\cos\theta'\rangle\nonumber\\
&=\tfrac12+\tfrac12-2p\langle\cos^2\theta\rangle=1-p. \label{corr}
\end{align}
Adatoms do not interact, so trips are independent and their mean squares add:
\begin{equation}
2Dt=2\pi Rkc\,t\,\frac{R^2}{N^2}(1-p).
\end{equation}
Dividing by $2t$ and inserting $N^2=\pi^2R^4/\Omega^2$ gives \eqref{trip}. $\square$

Uncorrelated events mean $p=0$: the landing point carries no memory of the starting point. If atoms land near where they left, $p$ approaches one and most events cancel in pairs.

\section{Lemma 2: memory of the starting angle}

For either terrace,
\begin{equation}
p=\frac{R}{R+\ell}. \label{p}
\end{equation}

\paragraph{Proof.} Let $u(r,\theta)$ be the mean landing cosine of an adatom now at $(r,\theta)$. It equals its own average over the next small isotropic step, so $\nabla^2u=0$.

The edge condition follows from a lattice of spacing $a$. An adatom beside the edge hops away at rate $D_t/a^2$ and attaches at rate $k/a$. Let $s$ be the distance from the edge into the terrace. Balancing the two outcomes gives
\begin{equation}
\frac{D_t}{a^2}[u(a)-u(0)]+\frac ka[\cos\theta-u(0)]=0 ,
\end{equation}
apart from hops along the edge, which contribute a term that stays finite as $a\to0$. Multiplying by $a$ and letting $a\to0$ removes that term and leaves
\begin{equation}
D_t\,\frac{\partial u}{\partial s}=k(u-\cos\theta). \label{robin}
\end{equation}

On the lower terrace $s=r-R$, and the bounded solution with the required angular form is $u=p(R/r)\cos\theta$. Its derivative at the edge is $-(p/R)\cos\theta$. On top $s=R-r$, and the solution regular at the centre is $u=p(r/R)\cos\theta$. Its derivative with respect to $s$ is again $-(p/R)\cos\theta$. Both cases therefore give
\begin{equation}
-\frac{D_tp}{R}=k(p-1)\quad\Rightarrow\quad p\left(k+\frac{D_t}{R}\right)=k .
\end{equation}
Dividing by $k$ and using $\ell=D_t/k$ gives $p(1+\ell/R)=1$, which is \eqref{p}. $\square$

\section{Proof of the theorem}

From \eqref{p}, $1-p=\ell/(R+\ell)$, so $k(1-p)=D_t/(R+\ell)$. Inserting this in \eqref{trip} gives one term of \eqref{main}. Trips over the two terraces are independent, so the terms add. For $R\ll\ell_\pm$, $D_t/(R+\ell_\pm)\to k_\pm$, which is \eqref{AD}. For $R\gg\ell_\pm$ each bracketed term tends to $1/R$, which is \eqref{TD}. $\square$

For one side, $\ln D=\mathrm{const}-\ln R-\ln(R+\ell)$, so the local exponent is
\begin{equation}
\frac{d\ln D}{d\ln R}=-1-\frac R{R+\ell}=-1-p. \label{slope}
\end{equation}
The departure from the inverse-radius law is the return correlation itself.

\paragraph{Second derivation, from a drift.} Give each island atom, but no adatom, the energy $-fx$ with a weak force $f$. Detachment at $x=R\cos\theta$ then costs $fR\cos\theta$ more, and the edge equilibrium density changes by $-(cfR/k_BT)\cos\theta$. The steady density deviation $n$ obeys the problem solved for $u$, with this amplitude in place of unity. On the lower terrace
\begin{equation}
n=-\frac{cfR}{k_BT}\,p\,\frac Rr\cos\theta,\qquad
\left.\frac{\partial n}{\partial r}\right|_R=\frac{cf}{k_BT}\,p\cos\theta .
\end{equation}
The edge advances at $\Omega D_t\,\partial n/\partial r=V\cos\theta$, a rigid translation with $V=\Omega D_tcfp/k_BT$. The total force is $Nf$, and Einstein's relation gives
\begin{equation}
D=\frac{k_BTV}{Nf}=\frac{\Omega^2cD_t}{\pi R^2}\,p
=\frac{\Omega^2cD_t}{\pi R(R+\ell_+)} ,
\end{equation}
which is the lower-side term of \eqref{main}. The top terrace gives the other term in the same way.

\paragraph{Tests on a lattice.} Random walkers around a disc of radius 6.3 spacings, held fixed inside a reflecting wall at 13 spacings, gave the growth of the variance of $NX$, accumulated over attachment and detachment events. For attachment probabilities 1 and 0.1 per attempt, the result was 0.961 and 1.070 times the sum over trips; the test allowed 12\,\% for sampling error. Relative to independent events it was 0.068 and 0.445. The nearby wall adds to this suppression: with a distant wall the lattice values are about 0.11 and 0.55, close to $\ell/(R+\ell)$. In either geometry returns suppress diffusion strongly when attachment is easy. Larger discs, of radii 20.3 and 40.3 spacings, were treated by solving for $u$ on the lattice, with an absorbing wall at four radii. Between these radii the exponent was $-1.985$ for attachment probability 1 and $-1.032$ for 0.001.

\section{Remarks on the assumptions}

\paragraph{Neighbouring islands.} Suppose that adatoms are absorbed at a distance $L$ from the centre, and that independent ones arrive from there at density $c$. Then $u=0$ at $r=L$, so $u\propto(L^2/r-r)\cos\theta$ and
\begin{equation}
\left.\frac{1}{u}\frac{\partial u}{\partial r}\right|_R=-\frac gR,\qquad
g=\frac{L^2+R^2}{L^2-R^2}.
\end{equation}
In \eqref{corr} attachments and detachments still contribute $\tfrac12$ each, and returning atoms alone supply the cross term. Condition \eqref{robin} becomes $-D_tgp/R=k(p-1)$, so $p=R/(R+g\ell_+)$. The lower-side term in \eqref{main} becomes $g/(R+g\ell_+)$.

\paragraph{Motion along the edge.} Let edge atoms have density $n_e$ per length and diffusivity $D_e$, and let kinks recapture them over paths much shorter than $R$. The force $f$ has the tangential component $-f\sin\theta$ and drives the current $J=-(D_en_ef/k_BT)\sin\theta$. The edge advances at
\begin{equation}
v=-\frac\Omega R\frac{dJ}{d\theta}=\frac{\Omega D_en_ef}{k_BTR}\cos\theta .
\end{equation}
This is again a translation, and $k_BTV/(Nf)$ gives the additional term
\begin{equation}
D_{\rm edge}=\frac{\Omega^2D_en_e}{\pi R^3}. \label{edge}
\end{equation}
Define $R_*=D_en_e/(D_tc)$. The ratio of \eqref{edge} to the lower-side term is $R_*(R+\ell_+)/R^2$, which is $R_*\ell_+/R^2$ when $R\ll\ell_+$. With lower-side exchange alone, the inverse-radius law needs
\begin{equation}
\sqrt{R_*\ell_+}\ll R\ll\ell_+ . \label{window}
\end{equation}
This window exists if $\ell_+\gg R_*$. A slow attachment step is not sufficient by itself.

\paragraph{Curvature and shape.} An edge energy $\beta$ per length raises the energy per added atom by $d(2\pi R\beta)/dN=\Omega\beta/R$. The equilibrium density is then $c\,e^{\Gamma/R}$ with $\Gamma=\Omega\beta/k_BT$, which adds $-\Gamma/R$ to the exponent. For the shape $r=R(1+e\cos m\theta)$, the perimeter to second order is $2\pi R+\pi Rm^2e^2/2$. The circle of equal area has perimeter $2\pi R+\pi Re^2/2$. The energy cost is thus $\pi\beta Re^2(m^2-1)/2$, and equipartition gives $\langle e^2\rangle=k_BT/[\pi\beta R(m^2-1)]$. The sine and cosine modes of each $m$ together contribute $\langle e^2\rangle$ to the relative mean square fluctuation. Since $\sum_{m\ge2}(m^2-1)^{-1}=3/4$, the total is $3k_BT/(4\pi\beta R)$.

\section{Worked example: islands on Ni(111)}

The inputs are illustrative values of the size met on Ni(111), at $T=1000$ K, where $k_BT=0.08617$ eV. The terrace hopping barrier is the least certain: simple many-body potentials for nickel give about 0.1 eV rather than the 0.3 eV used here, and a barrier so close to $k_BT$ makes the picture of activated hops marginal. The spacing is $a=2.5$ \AA\ and $\Omega=5.413$ \AA$^2$. An adatom costs 0.8 eV and hops over 0.3 eV with attempt rate $10^{13}$ s$^{-1}$. With $\nu$ for the attempt rate, $c=e^{-0.8\,\mathrm{eV}/k_BT}/\Omega=1.717\times10^{-5}$ \AA$^{-2}$ and $D_t=(\nu a^2/4)\,e^{-0.3\,\mathrm{eV}/k_BT}=4.807\times10^{11}$ \AA$^2$/s. The island has $R=2000$ \AA, and the attachment lengths are $\ell=a\,e^{E/k_BT}$ for an extra attachment barrier $E$.

In case A, $E=0$ from below and 0.15 eV from above, so $\ell_+=2.5$ \AA\ and $\ell_-=14.3$ \AA. In case B a further 0.7 eV is added on both sides, as for a blocked edge, with everything else held fixed. Then $\ell_+=8429$ \AA\ and $\ell_-=48\,056$ \AA. The barrier in case B is hypothetical, far from what is expected of a clean nickel edge.

The common prefactor is
\begin{equation}
\frac{\Omega^2cD_t}{\pi R}=\frac{(5.413)^2(1.717\times10^{-5})(4.807\times10^{11})}{\pi\,(2000)}
=3.85\times10^4
\end{equation}
in \AA$^3$/s. With lengths in \AA,
\begin{align}
D_A&=3.85\times10^4\left(\frac1{2002.5}+\frac1{2014.3}\right)\simeq38\ \text{\AA}^2/\mathrm s,\\
D_B&=3.85\times10^4\left(\frac1{10\,429}+\frac1{50\,056}\right)\simeq4.5\ \text{\AA}^2/\mathrm s,
\end{align}
or 0.38 and 0.045 nm$^2$/s.

In case A, $p=0.999$ below and $0.993$ above, and the exponent is $-1.996$. Treating the events as independent would give $1.8\times10^4$ \AA$^2$/s, too large by a factor of about 470. In case B, $p=0.19$ and $0.04$, and the exponent of \eqref{main}, which describes terrace exchange alone, is $-1.17$. The same formula gives $-1.05$ at 500 \AA, $-1.41$ at 8000 \AA\ and $-1.89$ at 200\,000 \AA. The last radius merely displays the approach of \eqref{main} to the inverse-square law.

For edge motion, take 0.4 eV for both the formation and the hopping of an edge atom. Then $n_e=e^{-0.4\,\mathrm{eV}/k_BT}/a$ and $D_e=(\nu a^2/2)\,e^{-0.4\,\mathrm{eV}/k_BT}$, which give $R_*=141$ \AA. This length is poorly known. It changes by a factor of 3.2 for each 0.1 eV in the difference between the terrace and edge activation energies, and simple many-body potentials for nickel put it between about 300 and 5000 \AA. The edge shares, total exponents and paths quoted below hold for $R_*=141$ \AA; $D_{\rm edge}$ is proportional to $R_*$, and at the upper end it would exceed terrace exchange even in case A. With the present inputs edge diffusion adds 3.5\,\% to $D_A$ but 30\,\% to $D_B$. It also steepens the size dependence: in case B the exponent of the total diffusivity is $-1.59$ at 2000 \AA\ and $-2.6$ at 500 \AA, where edge diffusion dominates. The window \eqref{window} in case B runs from about 1100 to 8400 \AA, less than one decade. This is too narrow for a clean inverse-radius law: the exponent of the total diffusivity comes no closer to $-1$ than about $-1.4$, near 4600 \AA. In case A there is no window.

\paragraph{The model beside real nickel.} The activation energy of $cD_t$ is $0.8+0.3=1.1$ eV. An error of 0.1 eV in it changes $D_A$ by a factor $e^{0.1/0.08617}\simeq3.2$, far more than most neglected effects. Neighbours at $L=5R$ raise $D_A$ by 4\,\%. With $\beta=0.1$ eV/\AA, curvature shifts the exponent by $-0.003$, and the rms shape fluctuation is 1\,\% of $R$. With a desorption barrier of 3.5 eV, adatoms travel about $10^8$ \AA\ before leaving the surface. For transport through the bulk, take a self-diffusivity $D_b=10^{16}\,e^{-2.9\,\mathrm{eV}/k_BT}$ \AA$^2$/s, an atomic volume $v=a^3/\sqrt2$ and a depth of order $R$. Its ratio to terrace transport is then of order $D_bR/(vD_tc)\simeq5\times10^{-4}$.

Real edges may also let atoms cross without attaching. If crossing is so easy that the density deviations on both sides of the edge are equal, a common $p$ obeys $2D_tp/R=(k_++k_-)(1-p)$. In case B this gives $p=0.122$. Since $D$ is proportional to $p_++p_-$, the change from $0.232$ to $0.245$ raises $D_B$ by about 6\,\%. In case A the two values of $p$ are already nearly equal, and the effect is negligible.

The temperature is one of annealing. On cooling, $R_*$ grows as $e^{0.3\,\mathrm{eV}/k_BT}$ for these inputs, because $D_en_e$ has activation energy 0.8 eV against 1.1 eV for $cD_t$. Edge diffusion then governs a wider range of sizes.

\section{Corollary: coalescence against ripening}

Let the adatom density at distance $L$ be that of a straight edge, $c$. The circular excess density is $n=B\ln(L/r)$. The edge condition $D_t\,\partial n/\partial r=k_+[n-c(e^{\Gamma/R}-1)]$ gives $B[\ln(L/R)+\ell_+/R]=c(e^{\Gamma/R}-1)$. The top terrace is closed and carries no net flux. With $dR/dt=\Omega D_t\,\partial n/\partial r=-\Omega D_tB/R$,
\begin{equation}
\frac{dR}{dt}=-\frac{\Omega D_tc\,(e^{\Gamma/R}-1)}{R\ln(L/R)+\ell_+}. \label{ripe}
\end{equation}

In the terrace-limited regime with $\Gamma\ll R$, $|dR/dt|=\Omega D_tc\Gamma/[R^2\ln(L/R)]$. The decay is a small imbalance, of relative order $\Gamma/R$, so the equilibrium diffusivity \eqref{TD} is kept. The mean square path in the plane grows as $4D\,dt$, and therefore
\begin{equation}
\frac{4D}{|dR/dt|}=\frac{8\Omega}{\pi\Gamma}\ln\frac LR=\frac8\pi\frac{k_BT}\beta\ln\frac LR .
\end{equation}
Both $D_t$ and $c$ cancel, because the same exchange drives wandering and decay. Integrating from zero to the initial radius $R$ at fixed $L$ gives
\begin{equation}
\langle\Delta\mathbf R^2\rangle=\frac8\pi\frac{k_BT}{\beta}R\left[\ln\frac LR+1\right]. \label{path}
\end{equation}

For case A with $L=5R$, \eqref{path} gives an rms path of 107 \AA. Integrating \eqref{main} and \eqref{ripe} with the full curvature factor, down to $R=20$ \AA, gives 105 \AA\ during a life of 18 s. That is 5\,\% of the initial radius. Case B gives 54 \AA\ in 78 s. In both cases an island surrounded by the straight-edge density dissolves long before terrace exchange could carry it across a gap comparable with its radius. Its typical path by this motion is roughly a hundred \AA\ or less. Among islands of similar size the surrounding density is higher, the net decay is slower, and the path can be longer. These paths leave out edge diffusion, which moves an island without feeding its decay and so favours coalescence. In case B edge diffusion exceeds terrace exchange once $R$ falls below roughly 1000 \AA, so the 54 \AA\ is the part due to terrace exchange only. With edge diffusion included, and $n_e$ raised by the same factor $e^{\Gamma/R}$ as $c$, the rms path from 2000 down to 20 \AA\ is about 275 \AA, still well below the initial radius. Much of it is gained late, when the island is already small: down to 100 \AA\ the path is only about 130 \AA. A case B island that starts at 200 \AA, again with $L$ five times the initial radius, moves farther than its initial radius before it shrinks to 20 \AA. Its path is about 255 \AA, against $L=1000$ \AA. For small islands with a blocked edge, edge diffusion can therefore help coalescence compete with ripening when neighbours are close. The same island in case A moves only about 44 \AA. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
TESTS ON THE LATTICE
sticking 1.0: simulation/trip sum 0.961, /independent 0.068
sticking 0.1: simulation/trip sum 1.070, /independent 0.445
sticking 1.0: lattice/continuum 1.012, exponent -1.985
sticking 0.02: lattice/continuum 1.003, exponent -1.396
sticking 0.001: lattice/continuum 1.005, exponent -1.032
INPUTS, rough values for Ni(111)
temperature 1000 K, kT 0.08617 eV
spacing 2.5 A, area per atom 5.413 A^2
attempt rate 1e+13 1/s, island radius 2000 A
terrace hop barrier 0.3 eV, adatom energy 0.8 eV
edge atom energy 0.4 eV, edge hop barrier 0.4 eV
upper-side barrier 0.15 eV, extra in B 0.7 eV
step energy 0.1 eV/A, neighbour distance L/R 5.0
desorption barrier 3.5 eV
bulk diffusion 2.9 eV, prefactor 1e+16 A^2/s
INTERMEDIATE VALUES
adatom coverage 9.293e-05, density 1.717e-05 1/A^2
terrace diffusivity 4.807e+11 A^2/s
atoms in island 2.322e+06
edge-diffusion length R* 140.7 A
CASE A
ell lower 2.5 A, upper 14.3 A
return correlation p lower 0.9988, upper 0.9929
D 38.325 A^2/s = 0.38325 nm^2/s
independent-event limit 18094.268 A^2/s
terrace-limited limit 38.485 A^2/s
R 500 A: D 6.057e+02 A^2/s, exponent -1.984
R 2000 A: D 3.833e+01 A^2/s, exponent -1.996
R 8000 A: D 2.403e+00 A^2/s, exponent -1.999
R 200000 A: D 3.848e-03 A^2/s, exponent -2.000
edge diffusion/terrace exchange 0.035
1/R window, lower side: 19 to 2 A
ripening life 18.4 s, rms path 104.8 A
CASE B
ell lower 8429.2 A, upper 48056.4 A
return correlation p lower 0.1918, upper 0.0400
D 4.459 A^2/s = 0.04459 nm^2/s
independent-event limit 5.367 A^2/s
terrace-limited limit 38.485 A^2/s
R 500 A: D 2.041e+01 A^2/s, exponent -1.049
R 2000 A: D 4.459e+00 A^2/s, exponent -1.166
R 8000 A: D 7.573e-01 A^2/s, exponent -1.409
R 200000 A: D 3.398e-03 A^2/s, exponent -1.890
edge diffusion/terrace exchange 0.304
1/R window, lower side: 1089 to 8429 A
ripening life 78.3 s, rms path 54.0 A
NEGLECTED EFFECTS, case A
neighbour factor g 1.0833, D changes by 0.0417
capillary length 6.28 A, exponent shift -0.00314
rms shape fluctuation/R 0.0101
path before desorption 1.45e+08 A
bulk/terrace transport, order of magnitude 5.3e-04
rms path formula 107.0 A, path/R 0.0524
\end{verbatim}
